# Dielectric heating of a low-k film at 10 GHz

## Problem

A low-k dielectric has relative permittivity $k=2.5$ and loss tangent $\tan\delta=0.01$ at 10 GHz. Inside it there is a uniform sinusoidal field of root-mean-square (rms) value $E_{\rm rms}=10^6$ V/m at that frequency.

1. Derive the mean power absorbed per unit volume, and show that it is about 14 kW/cm³.
2. Show that the absorbed work is heat. Use a polarization that relaxes with a single time constant $\tau$ to find how the heating depends on frequency.
3. The dielectric fills a gap of 1000 nm between two wide metal wires. Find how much warmer than the wires its middle becomes.
4. Estimate the effects left out, and identify the largest.

## Solution

### 1. Absorbed power

**Conventions.** The response is linear and isotropic, the material is non-magnetic, and the steady oscillation has been reached. With the time factor $e^{i\omega t}$, $\omega=2\pi f$, the relative permittivity is

$$\varepsilon=\varepsilon'-i\varepsilon'',\qquad k=\varepsilon',\qquad \tan\delta=\frac{\varepsilon''}{\varepsilon'} .$$

All loss at this frequency, including any conduction, is counted in $\varepsilon''$. For a porous film, $k$ and $\tan\delta$ are the effective values of the film as a whole.

**Field and displacement.** Let $E=\sqrt2\,E_{\rm rms}\cos\omega t$; the factor $\sqrt2$ turns the rms value into the peak value. The displacement is the real part of $\varepsilon_0\varepsilon\sqrt2E_{\rm rms}e^{i\omega t}$. Since

$$(\varepsilon'-i\varepsilon'')(\cos\omega t+i\sin\omega t)$$

has the real part $\varepsilon'\cos\omega t+\varepsilon''\sin\omega t$,

$$D=\sqrt2\,\varepsilon_0E_{\rm rms}\left(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t\right).$$

This is a cosine that lags $E$ by the angle $\delta$.

**Work.** Consider plates of area $A$ at distance $d$. The voltage is $Ed$. The total current is $A\,dD/dt$, because conduction is already contained in $D$. The power delivered is their product, $Ad\,E\,dD/dt$, so the power per volume is $E\,dD/dt$. Differentiating $D$,

$$\frac{dD}{dt}=\sqrt2\,\omega\varepsilon_0E_{\rm rms}\left(-\varepsilon'\sin\omega t+\varepsilon''\cos\omega t\right),$$

and multiplying by $E$,

$$E\frac{dD}{dt}=2\omega\varepsilon_0E_{\rm rms}^2\left(\varepsilon''\cos^2\omega t-\varepsilon'\sin\omega t\cos\omega t\right).$$

Over a cycle $\cos^2\omega t$ averages to $1/2$, while $\sin\omega t\cos\omega t=\tfrac12\sin2\omega t$ averages to zero. Therefore

$$\boxed{\,p=\omega\varepsilon_0\varepsilon''E_{\rm rms}^2=\omega\varepsilon_0k\tan\delta\,E_{\rm rms}^2\,}$$

The $\varepsilon'$ term averages to zero; apart from a part of relative size of order $\tan\delta$, it is energy lent to the dielectric and returned twice per cycle. Its amplitude is $\omega\varepsilon_0\varepsilon'E_{\rm rms}^2=p/\tan\delta$, here a hundred times the mean absorbed power.

**Numbers.** With $\omega=6.2832\times10^{10}$ rad/s and $\varepsilon''=2.5\times0.01=0.025$, the loss acts like a conductivity

$$\omega\varepsilon_0\varepsilon''=(6.2832\times10^{10})(8.8542\times10^{-12})(0.025)=1.3908\times10^{-2}\ \text{S/m}.$$

Multiplying by $E_{\rm rms}^2=10^{12}$ V²/m² gives

$$p=1.39\times10^{10}\ \text{W/m}^3=13.9\ \text{kW/cm}^3,$$

since 1 kW/cm³ is $10^3\ \text{W}/10^{-6}\ \text{m}^3=10^9$ W/m³. This is the required 14 kW/cm³.

The meaning of the stated field matters. If $10^6$ V/m were the peak value, $E_{\rm rms}^2$ would be halved and $p$ would be 7.0 kW/cm³. If it were the field in air just outside a slab and normal to its face, continuity of $D$ would make the inner field smaller by the factor $k$, and $p$ smaller by $k^2=6.25$.

The energy lost in one cycle is $p/f=1.39$ J/m³. Because $\omega/f=2\pi$, its ratio to $\varepsilon_0kE_{\rm rms}^2=22.1$ J/m³ is $2\pi\tan\delta=0.063$. The power density is large because this modest loss is repeated $10^{10}$ times per second.

### 2. From work to heat

In a steady cycle at steady temperature the material returns to the same state, so its internal energy is unchanged. By conservation of energy the net work must leave as heat. A relaxing polarization $P$ shows where this happens. Let

$$D=\varepsilon_0\varepsilon_\infty E+P,\qquad \tau\frac{dP}{dt}+P=\varepsilon_0\Delta\,E ,$$

where $\varepsilon_\infty$ describes the part of the response that follows the field without delay, and $\Delta$ is the static strength of the slow part. Multiplying the second equation by $(dP/dt)/(\varepsilon_0\Delta)$ gives

$$E\frac{dP}{dt}=\frac{d}{dt}\left(\frac{P^2}{2\varepsilon_0\Delta}\right)+\frac{\tau}{\varepsilon_0\Delta}\left(\frac{dP}{dt}\right)^2 .$$

At fixed temperature, the first term on the right is the rate of change of a stored free energy and averages to zero over a cycle. So does the work on the prompt part, $\varepsilon_0\varepsilon_\infty E\,dE/dt=\frac{d}{dt}(\varepsilon_0\varepsilon_\infty E^2/2)$. What remains is the last term, which is never negative: it is friction against the turning of the dipoles.

For the steady oscillation, $d/dt$ becomes $i\omega$, and the complex amplitudes obey $(1+i\omega\tau)P=\varepsilon_0\Delta E$. Hence

$$\varepsilon=\varepsilon_\infty+\frac{\Delta}{1+i\omega\tau}=\varepsilon_\infty+\frac{\Delta(1-i\omega\tau)}{1+\omega^2\tau^2},$$

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta}{1+\omega^2\tau^2},\qquad \varepsilon''=\frac{\Delta\,\omega\tau}{1+\omega^2\tau^2}.$$

Inserting $\varepsilon''$ in the boxed result, the heating at fixed field is

$$p=\varepsilon_0\Delta E_{\rm rms}^2\,\frac{\omega^2\tau}{1+\omega^2\tau^2}.$$

For $\omega\tau\ll1$ it grows as $\omega^2$, because the polarization nearly keeps up and its lag is itself proportional to $\omega$. For $\omega\tau\gg1$ it levels off at $\varepsilon_0\Delta E_{\rm rms}^2/\tau$. Heating proportional to $\omega$ requires $k\tan\delta$ to stay constant over the frequency range considered. A single relaxation provides this only approximately, in a narrow range around $\omega\tau=1$, where $\varepsilon''$ has its maximum.

Materials with different $\tau$ can share the same $k$ and $\tan\delta$ at 10 GHz. Three such cases, with $\omega\tau=0.2$, 1 and 5 at 10 GHz, were tested by integrating the relaxation equation in time from $P=0$ through 30 cycles and averaging over the next. The parameter pairs $(\Delta,\varepsilon_\infty)$ were $(0.130,\,2.375)$, $(0.050,\,2.475)$ and $(0.130,\,2.495)$. In each case the mean work and the mean friction were both 13.908 kW/cm³, and the tangent of the lag of $D$ was 0.0100. At a given frequency and field, $k\tan\delta$ fixes the heating, whatever the relaxation time behind it.

### 3. Temperature of the film

A gap of $d=1000$ nm at $10^6$ V/m carries 1 V rms. Let both wire faces be held at temperature $T_0$, and let $\kappa$ be the thermal conductivity. In the steady state

$$-\kappa\frac{d^2T}{dx^2}=p,\qquad T(0)=T(d)=T_0 .$$

Integrating twice gives $T=-px^2/(2\kappa)+ax+b$. The condition at $x=0$ gives $b=T_0$, and that at $x=d$ gives $a=pd/(2\kappa)$. Thus

$$T-T_0=\frac{p\,x(d-x)}{2\kappa},\qquad \Delta T_{\rm mid}=\frac{pd^2}{8\kappa}.$$

With a rough value $\kappa=0.2$ W/(m K) for a porous low-k film,

$$\Delta T_{\rm mid}=\frac{(1.39\times10^{10})(10^{-6})^2}{8\times0.2}\ \text{K}\approx 0.009\ \text{K}.$$

The power density is high, but the volume is small and the way out is short: a film 0.1 mm long, 0.1 mm wide and 1000 nm thick has a volume of $10^{-8}$ cm³ and absorbs 0.14 mW. At fixed voltage $V_{\rm rms}=E_{\rm rms}d$ the product $pd^2=\omega\varepsilon_0k\tan\delta\,V_{\rm rms}^2$ does not contain $d$, so the mid-gap rise is then independent of the gap. At fixed field it grows as $d^2$. For a slab 1 cm thick the formula would give a rise $10^8$ times larger, which means that no such steady state exists.

The mean power suffices for this calculation because heat moves slowly compared with the field. With heat capacity per volume $c$, the temperature obeys $c\,\partial T/\partial t=\kappa\,\partial^2T/\partial x^2+p$. A disturbance $\sin(\pi x/d)\,e^{-t/t_1}$ satisfies the equation without $p$ if $c/t_1=\kappa\pi^2/d^2$, so

$$t_1=\frac{cd^2}{\pi^2\kappa}\approx 610\ \text{ns}$$

for a rough $c=1.2$ J/(cm³ K). The field period is 0.1 ns, and the heat of one cycle warms the film by about $10^{-6}$ K. Without any cooling the temperature would rise at $p/c\approx1.2\times10^4$ K/s.

### 4. What was left out

**Warming of the wires.** The wires were held at $T_0$, but the heat must go somewhere. Suppose that a heated layer of height 1000 nm covers the whole area, and that all its heat flows down through 5000 nm of the same dielectric. The heat flux is $p\times10^{-6}\ \text{m}=1.39\times10^4$ W/m², and the temperature drop is

$$\frac{(1.39\times10^4)(5\times10^{-6})}{0.2}\ \text{K}\approx0.35\ \text{K}.$$

This exceeds the rise inside the gap about forty times, yet remains small. Resistive heating of the wires is a separate source, and often the larger one. For copper with $\rho\approx1.9\times10^{-8}$ Ω m the skin depth $\delta_s=\sqrt{2\rho/\omega\mu_0}$ is about 700 nm. Two thick plates then have, per unit length and for unit width, the series impedance $Z=\omega\mu_0[\delta_s+i(d+\delta_s)]$. For a wave travelling along them, the ratio of resistive to dielectric heat is close to $\mathrm{Re}\,Z/(|Z|\tan\delta)\approx38$. On a short open-ended line of length $L$ only the charging current flows, and the ratio is $\mathrm{Re}\,Z\,\omega\varepsilon_0kL^2/(3d\tan\delta)$: about 0.03 at 0.1 mm, and 1 near 0.6 mm. On longer lines the wires are the largest source of heat left out.

**Electrical effects.** These are small for the present numbers:

- The peak field is 0.014 MV/cm, about 0.3% of a rough breakdown field of 5 MV/cm.
- A rough leakage of $10^{-9}$ A/cm² at 1 MV/cm, taken as ohmic, is a conductivity of $10^{-13}$ S/m, or $7\times10^{-12}$ of the loss conductivity.
- The peak voltage drop, 1.41 V, is below a rough electron barrier of 3 eV, so an electron at the Fermi level would have to tunnel through the whole gap. The semiclassical probability, with the free-electron mass, is about $10^{-6700}$. Thermal emission over the barrier is far likelier, but its Boltzmann factor at 300 K is still only about $10^{-50}$. Neither process accounts for the leakage quoted above, which in real films passes mainly through defect states.
- For a free dipole of 2 debye in a local field $(k+2)/3=1.5$ times the mean field, saturation of the orientation lowers the static response by a fraction of about $8\times10^{-7}$ at the peak field.
- The gap is $5\times10^{-5}$ of the 19 mm wavelength in the dielectric, so the field is uniform across it. Along the wires it is nearly uniform only over lengths much shorter than the guided wavelength. With copper plates 1000 nm or more thick, this is about 14 to 15 mm, because the field enters the metal to the skin depth, and the wave decays by $1/e$ in about 11 to 12 mm.

**Temperature of use.** The loss tangent changes with temperature. Suppose that the given value holds at 300 K and the film works at 375 K. Take $\Delta\propto1/T$, as for freely turning dipoles, and $\tau\propto e^{E_a/k_BT}$ with an assumed activation energy $E_a=0.1$ eV. Then $\Delta$ falls by the factor 0.80 and $\tau$ by the factor 0.461. With field and frequency held fixed, the formula for $\varepsilon''$ gives:

| $\omega\tau$ at 300 K | $p$ at 300 K (kW/cm³) | $p$ at 375 K (kW/cm³) |
|---|---|---|
| 0.2 | 13.9 | 5.3 |
| 1 | 13.9 | 8.5 |
| 5 | 13.9 | 21.1 |

Within this single-time model and for the assumed $E_a$, temperature changes $p$ far more than the electrical effects listed above, and even the sign of the change depends on the material. If the dipoles already follow the field well, faster relaxation reduces their lag and the heating falls. If they are much too slow to follow (here, $\omega\tau$ above about 2 at 300 K), faster relaxation lets them move more and the heating rises. For $E_a$ below about 0.03 eV the fall of $\Delta$ wins and no rise occurs. An amorphous film has a spread of barriers rather than one, which weakens the effect. For a flat spread, the range of barriers with $\omega\tau\approx1$ widens as $k_BT$ and cancels $\Delta\propto1/T$, so $p$ does not change at all. The table shows how large the change can be, not what a given film does; the figure of 14 kW/cm³ requires $\tan\delta$ at the temperature of use.

**The real case.** The value $k=2.5$ is representative of porous organosilicate films used between copper wires. The loss tangent of 0.01 is a rough value that depends on processing and absorbed water. A gap of 1000 nm suits wide upper-level wires, which are often set in a denser oxide; porous films serve mainly the fine-pitch levels, with gaps of tens of nanometres. A sine of 1 V rms swings over 2.8 V, which is large for logic circuits. A sine with a total swing of 1 V has $E_{\rm rms}^2$ smaller by $(2\sqrt2)^2=8$, which reduces the heating in the same gap to about 1.7 kW/cm³. A logic waveform is not a sine: a trapezoid of 1 V swing with edges lasting a tenth of the period gives 3 to 5 kW/cm³ for the three relaxation cases above. At fixed voltage $p$ grows as $1/d^2$, so the sine of 1 V swing gives about 1900 kW/cm³ in a 30 nm gap, while the mid-gap rise from the plate formula stays near 0.001 K.

The main computed values are collected in the numerical output below.

## Calculated quantities

```
k: 2.5
loss tangent: 0.01
frequency: 10 GHz
rms field: 1e+06 V/m = 0.01 MV/cm
angular frequency: 6.2832e+10 rad/s
vacuum permittivity: 8.8542e-12 F/m
imaginary permittivity: 0.025
loss conductivity: 1.3908e-02 S/m
power density: 1.3908e+10 W/m^3
power density: 13.91 kW/cm^3
if 1e6 V/m were peak: 6.95 kW/cm^3
omega*tau=0.2: strength 0.1300, eps_inf 2.3750
  simulated work 13.9081, friction 13.9081 kW/cm^3
  simulated tan(lag of D): 0.010000
omega*tau=1.0: strength 0.0500, eps_inf 2.4750
  simulated work 13.9081, friction 13.9081 kW/cm^3
  simulated tan(lag of D): 0.010000
omega*tau=5.0: strength 0.1300, eps_inf 2.4950
  simulated work 13.9081, friction 13.9081 kW/cm^3
  simulated tan(lag of D): 0.010000
energy lost per cycle: 1.391 J/m^3
eps0*k*E_rms^2: 22.14 J/m^3
their ratio: 0.0628
gap: 1000 nm, rms voltage: 1.00 V
rough thermal conductivity: 0.2 W/(m K)
rough heat capacity: 1.2 J/(cm^3 K)
heating rate without cooling: 1.159e+04 K/s
warming per cycle: 1.16e-06 K
mid-gap rise, formula: 8.693e-03 K
mid-gap rise, grid: 8.693e-03 K
slowest thermal time: 608 ns
heated layer height: 1000 nm
dielectric beneath: 5000 nm
wire warming through it: 0.35 K
peak field: 0.0141 MV/cm
rough breakdown field: 5 MV/cm
peak/breakdown: 2.83e-03
rough leakage at 1 MV/cm: 1e-09 A/cm^2
leakage/loss conductivity: 7.2e-12
rough barrier: 3.0 eV, peak drop: 1.41 V
log10 of tunnelling probability: -6711
rough dipole: 2.0 debye, local-field factor: 1.50
dipole saturation, relative: 7.8e-07
wavelength in dielectric: 19.0 mm
gap/wavelength: 5.3e-05
assumed activation energy: 0.1 eV
tau(375 K)/tau(300 K): 0.461
power at 375 K, omega*tau=0.2 at 300 K: 5.3 kW/cm^3
power at 375 K, omega*tau=1.0 at 300 K: 8.5 kW/cm^3
power at 375 K, omega*tau=5.0 at 300 K: 21.1 kW/cm^3
```
